**Born scattering rate from uniform site disorder, compared with direct propagation**

The program tests $\Gamma=2\pi(W^2/12)\rho(E)$, where $W$ is the total width of the site-energy distribution and $\rho$ is the clean density of states per site and spin of a simple cubic lattice with hopping $t$. It asserts the variance by quadrature, the equal strength of the disorder at small and large momentum transfer within 3%, and the density of states against a count of levels on a $k$ mesh within 1%. It then propagates Bloch states under the full disordered Hamiltonian and asserts that their decay rates match the Born values, with tolerances of 6% to 12% depending on the case. The cases are two wave vectors at the band centre, one at a lower energy, a doubled $W$, and two-valued disorder of equal variance. For $t=W=0.04$ hartree the Born rate at the band centre is $2.99\times10^{-3}$ hartree, a lifetime of 8.1 fs. The five measured rates lie between 0.987 and 1.018 times the Born values.

## Numerical verification

```python
# Result under test: the Born scattering rate of a Bloch state in a lattice
# with independent site energies uniform on [-W/2, W/2] is
#     Gamma(E) = 2 pi (W^2/12) rho(E)        (hbar = 1)
# rho(E): clean density of states per site and per spin, simple cubic lattice,
#         band energy -2t (cos kx + cos ky + cos kz), hopping -t.
# Gamma is the decay rate of probability; the amplitude decays at Gamma/2.
# Internally energies are in units of t and times in 1/t; output is in
# Hartree atomic units.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import ellipkm1, jv

hopping = 0.04      # hartree
width = 0.04        # hartree
w = width / hopping


def dos_square(x):
    """Density of states of the square lattice, t = 1."""
    p = (x / 4.0) ** 2
    return ellipkm1(p) / (2 * np.pi ** 2) if p < 1 else 0.0


def dos_cubic(energy):
    """Density of states of the simple cubic lattice, t = 1."""
    cosines = [-energy / 2, (4 - energy) / 2, (-4 - energy) / 2]
    breaks = [np.arccos(c) for c in cosines if -1 < c < 1]
    edges = sorted([0.0, np.pi] + breaks)
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        total += quad(lambda k: dos_square(energy + 2 * np.cos(k)),
                      low, high, limit=200)[0]
    return total / np.pi


def born_rate(w_value, energy):
    return 2 * np.pi * w_value ** 2 / 12 * dos_cubic(energy)


# Variance of the uniform distribution from its definition
variance = quad(lambda x: x * x / w, -w / 2, w / 2)[0]
assert abs(variance - w ** 2 / 12) < 1e-12

# Density of states against a direct count of levels on a k mesh
energy_low = -6 * np.cos(np.pi / 4)
n_mesh = 200
band_1d = -2 * np.cos((np.arange(n_mesh) + 0.5) * np.pi / n_mesh)
levels = (band_1d[:, None, None] + band_1d[None, :, None]
          + band_1d[None, None, :]).ravel()
nodes, weights = np.polynomial.legendre.leggauss(6)
half_window = 0.2
counted, averaged = [], []
for centre in (0.0, energy_low):
    inside = np.count_nonzero(np.abs(levels - centre) < half_window)
    counted.append(inside / levels.size / (2 * half_window))
    averaged.append(0.5 * sum(
        g * dos_cubic(centre + half_window * x)
        for x, g in zip(nodes, weights)))
    assert abs(counted[-1] / averaged[-1] - 1) < 0.01
del levels

# Random samples of the site energies
side = 32
n_sites = side ** 3
n_samples = 12
rng = np.random.default_rng(7)
samples = [w * (rng.random((side, side, side)) - 0.5)
           for _ in range(n_samples)]

# N <|V_kk'|^2> for small and for large momentum transfer q = k - k'
q = 2 * np.pi * np.fft.fftfreq(side)
q_size = np.sqrt(q[:, None, None] ** 2 + q[None, :, None] ** 2
                 + q[None, None, :] ** 2)
spectrum = sum(np.abs(np.fft.fftn(v)) ** 2 for v in samples)
spectrum = spectrum / (n_sites * n_samples)
q_median = np.median(q_size)
spectrum_small_q = spectrum[(q_size > 0) & (q_size < q_median)].mean()
spectrum_large_q = spectrum[q_size >= q_median].mean()
assert abs(spectrum_small_q / variance - 1) < 0.03
assert abs(spectrum_large_q / variance - 1) < 0.03

# Decay of a Bloch state under the full disordered Hamiltonian.
# The window ends before waves (speed at most 2 per axis) circle the lattice.
time_start, time_end = 4.0, 14.0
assert 2 * time_end < side
n_steps = 80


def amplitudes(potential, mode):
    """<k| exp(-i H s) |k> at both window times, Chebyshev expansion."""
    scale = 6.0 + np.abs(potential).max()

    def apply_h(psi):
        out = potential * psi
        for axis in range(3):
            out -= np.roll(psi, 1, axis)
            out -= np.roll(psi, -1, axis)
        return out / scale

    site = np.arange(side)
    wave = [np.exp(2j * np.pi * m * site / side) for m in mode]
    previous = (wave[0][:, None, None] * wave[1][None, :, None]
                * wave[2][None, None, :]) / np.sqrt(n_sites)
    current = apply_h(previous)
    first = np.vdot(previous, current).real
    moments = []
    for _ in range(n_steps):
        moments.append(2 * np.vdot(previous, previous).real - 1.0)
        moments.append(2 * np.vdot(current, previous).real - first)
        previous, current = current, 2 * apply_h(current) - previous
    order = np.arange(len(moments))
    factor = np.where(order == 0, 1.0, 2.0) * np.array(moments)
    phase = np.array([1, -1j, -1, 1j])[order % 4]
    return np.array([np.sum(factor * phase * jv(order, scale * s))
                     for s in (time_start, time_end)])


def measured_rate(potentials, mode):
    mean = sum(amplitudes(v, mode) for v in potentials) / len(potentials)
    return -2 * np.log(abs(mean[1]) / abs(mean[0])) / (time_end - time_start)


mode_diagonal = (8, 8, 8)     # k = (pi/2, pi/2, pi/2), energy 0
mode_axis = (16, 8, 0)        # k = (pi, pi/2, 0), energy 0
mode_low = (4, 4, 4)          # k = (pi/4, pi/4, pi/4), energy -3 sqrt(2)
rate_centre = born_rate(w, 0.0)
rate_low = born_rate(w, energy_low)
rate_double = born_rate(2 * w, 0.0)

sim_diagonal = measured_rate(samples, mode_diagonal)
sim_axis = measured_rate(samples, mode_axis)
sim_low = measured_rate(samples, mode_low)
sim_double = measured_rate([2 * v for v in samples], mode_diagonal)
two_valued = [np.sign(v) * np.sqrt(variance) for v in samples]
sim_two_valued = measured_rate(two_valued, mode_diagonal)

# Tolerances cover sampling noise and terms of higher order in the disorder
t = hopping
au_fs = physical_constants["atomic unit of time"][0] * 1e15
tau = 1 / (rate_centre * t)
print(f"hopping t = {t:.3f} hartree")
print(f"disorder width W = {width:.3f} hartree")
print(f"variance W^2/12 = {variance * t * t:.4e} hartree^2")
print(f"standard deviation = {np.sqrt(variance) * t:.5f} hartree")
print(f"full clean band width 12t = {12 * t:.3f} hartree")
print(f"t * rho at band centre = {dos_cubic(0.0):.5f} (no unit)")
print(f"rho at band centre = {dos_cubic(0.0) / t:.4f} per hartree")
print(f"Im self-energy, centre = {-rate_centre * t / 2:.4e} hartree")
print(f"Born rate, centre = {rate_centre * t:.4e} hartree")
print(f"lifetime, centre = {tau:.1f} atomic units of time")
print(f"lifetime, centre = {tau * au_fs:.2f} fs")
print(f"rate / band width = {rate_centre / 12:.5f} (no unit)")
print(f"second energy E = {energy_low * t:.5f} hartree")
print(f"rho at second energy = {dos_cubic(energy_low) / t:.4f} per hartree")
print(f"Born rate, second energy = {rate_low * t:.4e} hartree")
print(f"half width of counting window = {half_window * t:.4f} hartree")
for name, c, a in zip(("centre", "second energy"), counted, averaged):
    print(f"window rho, {name}: count {c / t:.4f}, "
          f"formula {a / t:.4f} per hartree")
print(f"N<|V|^2>, small q = {spectrum_small_q * t * t:.4e} hartree^2")
print(f"N<|V|^2>, large q = {spectrum_large_q * t * t:.4e} hartree^2")
print(f"simulation: {side} sites per edge, {n_samples} samples")
print(f"decay window = {time_start / t:.0f} to {time_end / t:.0f} "
      "atomic units of time")
checks = [
    ("centre, k=(pi/2,pi/2,pi/2)", sim_diagonal, rate_centre, 0.06),
    ("centre, k=(pi,pi/2,0)", sim_axis, rate_centre, 0.06),
    ("second energy", sim_low, rate_low, 0.08),
    ("centre, doubled W", sim_double, rate_double, 0.12),
    ("centre, two-valued disorder", sim_two_valued, rate_centre, 0.06),
]
for name, simulated, born, tolerance in checks:
    print(f"{name}: measured {simulated * t:.3e}, Born {born * t:.3e} "
          f"hartree, ratio {simulated / born:.3f}")
for name, simulated, born, tolerance in checks:
    assert abs(simulated / born - 1) < tolerance, name
print(f"measured rate ratio, 2W to W = {sim_double / sim_diagonal:.3f}")
assert abs(sim_double / sim_diagonal / 4 - 1) < 0.12
print("done: every assertion held")
```

It prints:

```
hopping t = 0.040 hartree
disorder width W = 0.040 hartree
variance W^2/12 = 1.3333e-04 hartree^2
standard deviation = 0.01155 hartree
full clean band width 12t = 0.480 hartree
t * rho at band centre = 0.14267 (no unit)
rho at band centre = 3.5668 per hartree
Im self-energy, centre = -1.4941e-03 hartree
Born rate, centre = 2.9881e-03 hartree
lifetime, centre = 334.7 atomic units of time
lifetime, centre = 8.09 fs
rate / band width = 0.00623 (no unit)
second energy E = -0.16971 hartree
rho at second energy = 1.0855 per hartree
Born rate, second energy = 9.0936e-04 hartree
half width of counting window = 0.0080 hartree
window rho, centre: count 3.5619, formula 3.5670 per hartree
window rho, second energy: count 1.0857, formula 1.0861 per hartree
N<|V|^2>, small q = 1.3293e-04 hartree^2
N<|V|^2>, large q = 1.3333e-04 hartree^2
simulation: 32 sites per edge, 12 samples
decay window = 100 to 350 atomic units of time
centre, k=(pi/2,pi/2,pi/2): measured 2.990e-03, Born 2.988e-03 hartree, ratio 1.000
centre, k=(pi,pi/2,0): measured 2.999e-03, Born 2.988e-03 hartree, ratio 1.004
second energy: measured 8.979e-04, Born 9.094e-04 hartree, ratio 0.987
centre, doubled W: measured 1.195e-02, Born 1.195e-02 hartree, ratio 1.000
centre, two-valued disorder: measured 3.043e-03, Born 2.988e-03 hartree, ratio 1.018
measured rate ratio, 2W to W = 3.996
done: every assertion held
```
